# Positronium in a magnetic field: singlet-triplet mixing and the quenched lifetime

## 1. Definitions and conventions

Positronium is the bound state of an electron (charge $-e$) and a positron (charge $+e$). We take it isolated in vacuum and at rest in its ground level, $n=1$, $L=0$, in a uniform static field $B\ge 0$ along $z$. The spin operators are $\mathbf S_-$ for the electron and $\mathbf S_+$ for the positron, and $\mathbf S=\mathbf S_-+\mathbf S_+$. In a product state the first arrow is the electron:

$$S_{-z}|{\uparrow\downarrow}\rangle=+\tfrac{\hbar}{2}|{\uparrow\downarrow}\rangle,\qquad S_{+z}|{\uparrow\downarrow}\rangle=-\tfrac{\hbar}{2}|{\uparrow\downarrow}\rangle .$$

The states of definite total spin, written $|S,m\rangle$, are

$$|1,1\rangle=|{\uparrow\uparrow}\rangle,\qquad |1,-1\rangle=|{\downarrow\downarrow}\rangle,$$

$$|1,0\rangle=\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2},\qquad |0,0\rangle=\frac{|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle}{\sqrt2}.$$

The magnetic moments point opposite ways for equal spins because the charges are opposite:

$$\boldsymbol\mu_-=-\frac{g\mu_B}{\hbar}\mathbf S_-,\qquad \boldsymbol\mu_+=+\frac{g\mu_B}{\hbar}\mathbf S_+ .$$

Here $\mu_B=e\hbar/2m$ is the Bohr magneton, $m$ in this formula is the electron mass, and $g\approx2.0023$ is the magnitude of the free-particle g-factor, taken equal for the two particles.

Three effects are left out. Binding changes $g$ slightly. A moving atom feels an electric field in its own frame, which mixes in other orbital states. The diamagnetic energy depends on position and not on spin. With one common spatial function for the four spin states, it shifts them all equally, and in proportion to $B^2$. There is no orbital term linear in $B$, since $L=0$.

## 2. The simple case: no field

At $B=0$ the triplet lies above the singlet by an energy $\Delta>0$. With the singlet as the zero of energy, and since $\mathbf S^2$ equals $2\hbar^2$ on the triplet and $0$ on the singlet,

$$H_0=\frac{\Delta}{2\hbar^2}\,\mathbf S^2 .$$

Both spin states annihilate into photons, but into different numbers of them. To see why, apply charge conjugation $C$, which turns the electron into a positron and the reverse. Let $b^\dagger(1)$ create an electron with position and spin labelled 1, and $d^\dagger(2)$ a positron with labels 2. The atom is a superposition of $b^\dagger(1)d^\dagger(2)|\text{vac}\rangle$ weighted by $\psi(1,2)$. Charge conjugation gives

$$b^\dagger(1)d^\dagger(2)\;\to\; d^\dagger(1)b^\dagger(2)=-\,b^\dagger(2)d^\dagger(1),$$

with the minus sign from anticommutation. Renaming the labels $1\leftrightarrow2$ restores the original operators and replaces $\psi(1,2)$ by $-\psi(2,1)$. Exchanging positions gives $(-1)^L$. Exchanging spins gives $+1$ for the triplet and $-1$ for the singlet, which is $(-1)^{S+1}$. Altogether

$$C=-(-1)^L(-1)^{S+1}=(-1)^{L+S}.$$

A photon has $C=-1$, because the electromagnetic potential couples to the charge current, which changes sign under $C$. A state of $n$ photons then has $C=(-1)^n$. With $L=0$, the singlet decays to an even number of photons and the triplet to an odd number. One photon cannot carry away the energy of an atom at rest, since it would also carry momentum. The lowest channels are two photons for the singlet and three for the triplet.

Call the total rates $\gamma_s$ and $\gamma_t$. Their values, and that of $\Delta$, are inputs here. Leading-order quantum electrodynamics gives

$$\Delta=\frac{7}{12}\alpha^4mc^2,\qquad \gamma_s=\frac{\alpha^5mc^2}{2\hbar},\qquad \gamma_t=\frac{2(\pi^2-9)}{9\pi}\,\frac{\alpha^6mc^2}{\hbar},$$

with $m$ again the electron mass. Radiative corrections change these values by up to a few per cent. The ratio of the rates,

$$\frac{\gamma_s}{\gamma_t}=\frac{9\pi}{4(\pi^2-9)\,\alpha}\approx 1.1\times10^3,$$

is large partly because the third photon costs a factor $\alpha$. Even a small singlet admixture can therefore dominate the decay of a triplet state.

## 3. Turning on the field: which states are coupled?

The energy of a moment in a field is $-\boldsymbol\mu\cdot\mathbf B$. Adding the two particles,

$$H_Z=-(\mu_{-z}+\mu_{+z})B=\frac{g\mu_BB}{\hbar}\,(S_{-z}-S_{+z}).$$

The operator contains the difference of the spins, not their sum. On the product states it gives

$$(S_{-z}-S_{+z})|{\uparrow\uparrow}\rangle=\left(\tfrac\hbar2-\tfrac\hbar2\right)|{\uparrow\uparrow}\rangle=0,$$

$$(S_{-z}-S_{+z})|{\downarrow\downarrow}\rangle=\left(-\tfrac\hbar2+\tfrac\hbar2\right)|{\downarrow\downarrow}\rangle=0,$$

$$(S_{-z}-S_{+z})|{\uparrow\downarrow}\rangle=+\hbar|{\uparrow\downarrow}\rangle,\qquad (S_{-z}-S_{+z})|{\downarrow\uparrow}\rangle=-\hbar|{\downarrow\uparrow}\rangle .$$

The last line reverses the relative sign in the $m=0$ combinations:

$$(S_{-z}-S_{+z})|0,0\rangle=\hbar|1,0\rangle,\qquad (S_{-z}-S_{+z})|1,0\rangle=\hbar|0,0\rangle .$$

Hence, with $V\equiv g\mu_BB$,

$$\langle1,0|H_Z|0,0\rangle=\langle0,0|H_Z|1,0\rangle=V,$$

and the other fourteen matrix elements vanish. The field mixes the two $m=0$ states and no others.

Symmetry explains the pattern. $H_Z$ commutes with $S_z$, so it cannot change $m$. It also changes sign when the two spins are exchanged, while the triplet is even and the singlet odd under that exchange. An odd operator has no matrix elements between states of equal exchange symmetry.

This settles the linear effect. The three triplet states are degenerate at $B=0$, so their first-order shifts are the eigenvalues of the $3\times3$ block of $H_Z$ within the triplet. That block is zero. The singlet is non-degenerate and its diagonal element is also zero. No level has a shift of first order in $B$.

**Check on a more general case.** Suppose the g-factors had different magnitudes $g_-$ and $g_+$. Then

$$H_Z=\frac{\mu_BB}{\hbar}(g_-S_{-z}-g_+S_{+z}),\qquad \langle1,\pm1|H_Z|1,\pm1\rangle=\pm\frac{(g_--g_+)\mu_BB}{2}.$$

The $m=\pm1$ states would shift linearly. In positronium the two moments cancel when the spins are parallel, and the linear term goes with them.

## 4. The two-state problem

The states $|1,\pm1\rangle$ stay at energy $\Delta$. In the basis $(|1,0\rangle,|0,0\rangle)$ the remaining Hamiltonian is

$$H=\begin{pmatrix}\Delta&V\\V&0\end{pmatrix}.$$

Its eigenvalues satisfy $(\Delta-E)(-E)-V^2=0$, or $E^2-\Delta E-V^2=0$. With

$$x\equiv\frac{2V}{\Delta}=\frac{2g\mu_BB}{\Delta}$$

the solutions are

$$E_\pm=\frac\Delta2\pm\sqrt{\frac{\Delta^2}{4}+V^2}=\frac\Delta2\left(1\pm\sqrt{1+x^2}\right).$$

For the eigenstates write

$$|+\rangle=\cos\theta\,|1,0\rangle+\sin\theta\,|0,0\rangle,\qquad |-\rangle=-\sin\theta\,|1,0\rangle+\cos\theta\,|0,0\rangle .$$

The angle follows from requiring that $H$ not connect them:

$$\langle-|H|+\rangle=-\Delta\sin\theta\cos\theta+V(\cos^2\theta-\sin^2\theta)=-\frac\Delta2\sin2\theta+V\cos2\theta=0 .$$

This gives $\tan2\theta=x$. On the branch $0\le2\theta<\pi/2$, which starts from $|+\rangle=|1,0\rangle$ at $B=0$, we have $\cos2\theta=1/\sqrt{1+x^2}$. The singlet admixture of the upper state is therefore

$$\sin^2\theta=\frac{1-\cos2\theta}{2}=\frac12\left(1-\frac{1}{\sqrt{1+x^2}}\right).$$

**Weak-field limit.** For $x\ll1$, $\sqrt{1+x^2}\approx1+x^2/2$, so

$$E_+\approx\Delta+\frac{\Delta x^2}{4}=\Delta+\frac{V^2}{\Delta},\qquad E_-\approx-\frac{V^2}{\Delta}.$$

The two levels repel each other quadratically in $B$.

**Strong-field limit.** The slope at any field is

$$\frac{dE_\pm}{dB}=\pm\frac\Delta2\,\frac{x}{\sqrt{1+x^2}}\,\frac{dx}{dB}=\pm g\mu_B\frac{x}{\sqrt{1+x^2}} .$$

It vanishes at $B=0$ and tends to $\pm g\mu_B$ for $x\gg1$. For the $m=0$ levels, the absence of a linear Zeeman effect is thus a statement about the expansion around zero field. The magnetic moment along $z$, $-dE_\pm/dB$, is induced by the field: mixing turns the $m=0$ states towards $|{\uparrow\downarrow}\rangle$ and $|{\downarrow\uparrow}\rangle$, in which the two moments add. At $x\gg1$ the induced moment saturates and the energy becomes linear.

## 5. Adding annihilation

Let $\Gamma$ be the operator whose expectation value is the rate at which the norm of a spin state decays. Its element between spin states $a$ and $b$ is a sum over photon states $f$ of $A_{fa}^*A_{fb}$, where $A_{fa}$ is the suitably normalized decay amplitude. By Section 2, no $f$ can be reached from both singlet and triplet, so each singlet-triplet product is zero. In the $m=0$ basis

$$\Gamma=\begin{pmatrix}\gamma_t&0\\0&\gamma_s\end{pmatrix}.$$

We assume here that the field changes the spin state but not the annihilation process itself. This is reasonable because $\mu_BB$ is minute compared both with $mc^2$, the energy scale of annihilation, and with the binding energy of about 6.8 eV, which sets the probability of finding the two particles at the same point.

The spin amplitudes evolve under $H-i\hbar\Gamma/2$. Indeed, from $i\hbar\,\partial_t|\psi\rangle=(H-i\hbar\Gamma/2)|\psi\rangle$ and its conjugate, the Hermitian part cancels and

$$\frac{d}{dt}\langle\psi|\psi\rangle=-\langle\psi|\Gamma|\psi\rangle .$$

An eigenvalue $E-i\hbar\gamma/2$ means a probability falling as $e^{-\gamma t}$. To first order in $\Gamma$, the upper eigenvalue changes by $-\tfrac{i\hbar}2\langle+|\Gamma|+\rangle$, so the quenched rate is

$$\gamma'=\gamma_t\cos^2\theta+\gamma_s\sin^2\theta=\frac{\gamma_s+\gamma_t}{2}-\frac{\gamma_s-\gamma_t}{2\sqrt{1+x^2}},$$

and the field-quenched lifetime is

$$\boxed{\;\tau'=\frac{1}{\gamma_t+\tfrac12(\gamma_s-\gamma_t)\left(1-\dfrac1{\sqrt{1+x^2}}\right)}\;}$$

The lower state decays at $\gamma_s\cos^2\theta+\gamma_t\sin^2\theta$. The states $|1,\pm1\rangle$ keep the rate $\gamma_t$.

**How good is first order?** The complex $2\times2$ matrix can be solved directly. Its eigenvalues are half the trace plus or minus half of

$$\sqrt{\Delta^2(1+i\kappa)^2+4V^2}=\Delta\sqrt{R^2+2i\kappa-\kappa^2},$$

where

$$\kappa=\frac{\hbar(\gamma_s-\gamma_t)}{2\Delta},\qquad R=\sqrt{1+x^2}.$$

Factor out $R$ and use $\sqrt{1+u}\approx1+u/2-u^2/8+u^3/16$ with $u=(2i\kappa-\kappa^2)/R^2$. Through order $\kappa^3$ the imaginary part of the root is

$$\Delta R\left(\frac{\kappa}{R^2}+\frac{\kappa^3}{2R^4}-\frac{\kappa^3}{2R^6}\right)=\Delta\left(\frac\kappa R+\frac{\kappa^3x^2}{2R^5}\right).$$

The first term reproduces $\gamma'$. The second changes the rate by $-(\gamma_s-\gamma_t)\kappa^2x^2/(4R^5)$. The field-induced part of the rate is

$$(\gamma_s-\gamma_t)\sin^2\theta=(\gamma_s-\gamma_t)\frac{R-1}{2R}=(\gamma_s-\gamma_t)\frac{x^2}{2R(R+1)} .$$

Relative to this, the correction has magnitude $\kappa^2(R+1)/(2R^4)$, which is at most $\kappa^2$. For the inputs above $\kappa^2\approx1\times10^{-5}$, far below the error of the inputs themselves.

**Weak-field limit.** With $\sin^2\theta\approx x^2/4=(V/\Delta)^2$,

$$\gamma'\approx\gamma_t+(\gamma_s-\gamma_t)\left(\frac{g\mu_BB}{\Delta}\right)^2 .$$

The energy and the decay rate both change quadratically. The shift divided by $\Delta$ is $(V/\Delta)^2$, while the change of the rate divided by $\gamma_t$ is $(\gamma_s-\gamma_t)/\gamma_t$ times $(V/\Delta)^2$, larger by about $\gamma_s/\gamma_t$.

**Strong-field limit.** As $x\to\infty$ each $m=0$ state approaches an equal mixture of singlet and triplet, and both rates tend to $(\gamma_s+\gamma_t)/2$. The corresponding lifetime is $0.249$ ns, twice the singlet lifetime to within about 0.1%.

## 6. Numbers at half a tesla

The leading-order inputs are $\Delta/h=204.387$ GHz, $\gamma_s=8.033\times10^9\ \mathrm{s^{-1}}$ and $\gamma_t=7.211\times10^6\ \mathrm{s^{-1}}$. The zero-field lifetimes are $0.1245$ ns for the singlet and $138.7$ ns for the triplet. The digits below allow the arithmetic to be followed; as predictions for the real atom they carry the error of a few per cent from the inputs.

At $B=0.5$ T the coupling is $V/h=g\mu_BB/h=14.0125$ GHz. Then

$$x=\frac{2\times14.0125}{204.387}=0.13712,\qquad \sin^2\theta=\frac12\left(1-\frac1{\sqrt{1+0.13712^2}}\right)=0.004635 .$$

The upper $m=0$ level rises by $0.956$ GHz in units of $h$; the weak-field formula gives $0.961$ GHz. The shift is about half a per cent of $\Delta/h$. The rate changes far more:

$$\gamma'=\underbrace{7.18\times10^6}_{\gamma_t\cos^2\theta}+\underbrace{3.72\times10^7}_{\gamma_s\sin^2\theta}=4.44\times10^7\ \mathrm{s^{-1}},$$

$$\tau'=\frac1{4.44\times10^7\ \mathrm{s^{-1}}}=22.5\ \mathrm{ns}.$$

An admixture below half a per cent shortens the lifetime by a factor of about six. The singlet part supplies $3.72/4.44=84\%$ of the decays, and at leading order these are two-photon decays. The change in lifetime thus comes with a change in the photon spectrum. The lower $m=0$ state hardly notices: its lifetime rises from $0.1245$ to $0.1251$ ns.

Other fields give, for the upper $m=0$ state:

| $B$ (T) | $\sin^2\theta$ | $\tau'$ (ns) | two-photon share |
|---|---|---|---|
| 0.1 | 0.00019 | 115 | 0.17 |
| 0.2 | 0.00075 | 75.6 | 0.46 |
| 0.5 | 0.0046 | 22.5 | 0.84 |
| 1.0 | 0.018 | 6.66 | 0.95 |
| 2.0 | 0.062 | 1.99 | 0.99 |
| 5.0 | 0.205 | 0.604 | 1.00 |

The last share is 0.9965 before rounding, so the three-photon channel remains open.

The field that doubles the rate follows from $\gamma_t+(\gamma_s-\gamma_t)\sin^2\theta=2\gamma_t$. Writing $s=\sin^2\theta$,

$$s=\frac{\gamma_t}{\gamma_s-\gamma_t}=9.0\times10^{-4},\qquad x=\tan2\theta=\frac{2\sqrt{s(1-s)}}{1-2s}=0.060 .$$

Since $x$ is proportional to $B$ and reaches 1 at $3.647$ T, this is $B=0.060\times3.647\ \mathrm T\approx0.22$ T. Strong quenching therefore sets in while the Zeeman shift is still well inside its quadratic regime.

## 7. From one state to a sample

A sample contains all four spin states, and the lifetime $\tau'$ belongs to one of them. The sample here is a set of isolated atoms in vacuum. In matter the positron can also annihilate with electrons of the medium (pick-off), and the numbers below no longer apply: if this adds a common rate of $1/(100\ \mathrm{ns})$ to every state, the factor by which $0.5$ T shortens the lifetime falls from $6.2$ to $3.2$, and for $1/(2\ \mathrm{ns})$ it falls to $1.07$. If the atoms form unpolarized, the initial density matrix is one quarter of the identity. It has the same form in every orthonormal basis, so each eigenstate of $H$ starts with population $1/4$. Neglecting the slight non-orthogonality that decay gives the eigenstates, the surviving fraction is

$$N(t)=\frac14\left[2e^{-\gamma_tt}+e^{-\gamma't}+e^{-(\gamma_s\cos^2\theta+\gamma_t\sin^2\theta)t}\right].$$

At fields of order a tesla or less, the last term is gone after a few nanoseconds. What remains is a sum of two exponentials: half of all the atoms formed decay at the unchanged rate $\gamma_t$, and a quarter at $\gamma'$. When $\gamma'$ differs appreciably from $\gamma_t$, a single exponential fitted over times at which both components contribute yields neither lifetime; the ratio of the two components is $\tfrac12e^{-(\gamma'-\gamma_t)t}$, so only for $t\gg1/(\gamma'-\gamma_t)$ does the rate $\gamma_t$ alone remain. That time is $27$ ns at $0.5$ T, close to $\tau'$, but about $660$ ns at $0.1$ T, where $\tau'$ is $115$ ns.

At $0.5$ T and $t=50$ ns, $\gamma_tt=0.361$ and $\gamma't=2.22$, so

$$N=\frac{2e^{-0.361}+e^{-2.22}}4=\frac{1.394+0.109}{4}=0.376 .$$

Without the field the fraction is $\tfrac34e^{-0.361}=0.523$. As $B\to0$, $\gamma'\to\gamma_t$ and the two long-lived components merge into one.

The numerical check diagonalizes the four-state Hamiltonian in the product basis, with and without decay, and evolves the unpolarized sample directly in time. The levels, rates and surviving fractions agree with the formulas above within the stated approximations.

## Table of computed values

```
INPUTS (leading-order QED; free-electron g-factor)
g-factor magnitude                     2.002319
Bohr magneton                          9.274010e-24 J/T
splitting Delta/h                      204.387 GHz
splitting Delta                        1.35428e-22 J
singlet rate gamma_s                   8.03250e+09 1/s
triplet rate gamma_t                   7.21117e+06 1/s
singlet lifetime at B=0                0.12449 ns
triplet lifetime at B=0                138.674 ns
(hbar gamma_s / 2 Delta)^2             9.78e-06
EXAMPLE FIELD                          0.50 T
coupling V/h                           14.0125 GHz
x = 2V/Delta                           0.13712
singlet admixture sin^2(theta)         0.004635
upper m=0 shift/h, diagonalized        0.95620 GHz
weak-field shift V^2/(Delta h)         0.96068 GHz
triplet part gamma_t cos^2(theta)      7.1777e+06 1/s
singlet part gamma_s sin^2(theta)      3.7231e+07 1/s
quenched rate                          4.4409e+07 1/s
quenched lifetime, formula             22.518 ns
quenched lifetime, complex eigenvalue  22.518 ns
lower m=0 lifetime                     0.12507 ns
TABLE for the upper m=0 state
B (T)    x        admixture  rate (1/s)  lifetime (ns)  2-photon share
 0.1   0.02742   0.000188  8.7192e+06    114.690      0.1731
 0.2   0.05485   0.000750  1.3233e+07     75.569      0.4555
 0.5   0.13712   0.004635  4.4409e+07     22.518      0.8384
 1.0   0.27423   0.017803  1.5009e+08      6.663      0.9528
 2.0   0.54847   0.061609  5.0164e+08      1.993      0.9865
 5.0   1.37117   0.205378  1.6554e+09      0.604      0.9965
field that doubles the rate            0.2189 T
field where x = 1                      3.647 T
strong-field lifetime of both m=0      0.2488 ns
largest relative rate difference       8.2e-06
SURVIVING FRACTION, unpolarized ensemble
t (ns)   at 0.5 T   at 0 T
    1    0.73563    0.74469
   20    0.53570    0.64927
   50    0.37578    0.52297
  100    0.24605    0.36466
```
